# Coupled and Decoupled Stripe Domains in Ferroelectric/Paraelectric Superlattices

## Definitions and conventions

An infinite superlattice is stacked along $z$. Each ferroelectric layer has thickness $d_f$ and each paraelectric spacer thickness $d$. The ferroelectric carries a spontaneous polarization $\pm P$ along $z$, in equal stripes of width $w$, so the lateral period is $2w$. This polarization is rigid; the remaining response is linear, with relative permittivities $\varepsilon_x$ in the plane and $\varepsilon_z$ along the stacking axis. The spacer is isotropic with permittivity $\varepsilon_p$. Walls are sharp and vertical and cost an energy $\sigma$ per wall area. There is no free charge and no mean field along $z$, as in a short-circuited stack.

Energies are per in-plane area and per ferroelectric layer. Sums over $n$ run over odd positive integers, and

$$P(x)=\sum_n P_n\sin k_nx,\qquad P_n=\frac{4P}{\pi n},\qquad k_n=\frac{n\pi}{w}. \tag{1}$$

Harmonic $n$ decays in the spacer as $e^{-k_nz}$. The slowest, $n=1$, sets the stray-field decay length $\ell=w/\pi$. The stripe width is not given in advance: it minimizes the energy and depends on $d$. The crossover must therefore be found self-consistently.

## Energy for an arbitrary lateral shift

The field energy plus the energy stored in the induced polarization is $\frac12\int\varepsilon_0\mathbf E\cdot\varepsilon\mathbf E$. Here $\mathbf D=\varepsilon_0\varepsilon\mathbf E+\mathbf P_s$, where $\mathbf P_s$ is the rigid polarization. Without free charge or mean field, $\int\mathbf E\cdot\mathbf D=0$. The energy is thus $-\frac12\int\mathbf E\cdot\mathbf P_s$. With $E_z=-\partial_z\phi$, integration across a layer gives

$$W=\tfrac12\big\langle P(x)\,[\phi_t(x)-\phi_b(x)]\big\rangle_x, \tag{2}$$

where $t$ and $b$ denote the top and bottom faces of the layer.

Let each layer's pattern be displaced by $\delta$ relative to the layer below. For one harmonic this is a phase factor $e^{-i\theta}$ per period, $\theta=k\delta$. Laplace's equation has solutions $e^{\pm kz}$ in the spacer and $e^{\pm\gamma kz}$ in the ferroelectric, with $\gamma=\sqrt{\varepsilon_x/\varepsilon_z}$. Define

$$Y_p=\varepsilon_0\varepsilon_pk,\qquad Y_f=\varepsilon_0\varepsilon_z\gamma k=\varepsilon_0k\sqrt{\varepsilon_x\varepsilon_z}.$$

Let $V_t,V_b$ be the face potentials of one layer. The spacer above it runs from $V_t$ to $V_be^{-i\theta}$, so the displacement entering that spacer is $Y_p[V_t\cosh kd-V_be^{-i\theta}]/\sinh kd$. Just below the face, the displacement is $P_n-Y_f[V_t\cosh\gamma kd_f-V_b]/\sinh\gamma kd_f$. Equating them, and doing the same at the bottom face, gives

$$AV_t-BV_b=P_n,\qquad AV_b-B^*V_t=-P_n, \tag{3}$$

$$A=Y_p\coth kd+Y_f\coth\gamma kd_f,\quad B=a+be^{-i\theta},\quad a=\frac{Y_f}{\sinh\gamma kd_f},\quad b=\frac{Y_p}{\sinh kd}.$$

The solution is $V_t=P_n(A-B)/(A^2-|B|^2)$ and $V_b=-P_n(A-B^*)/(A^2-|B|^2)$. The difference $V_t-V_b$ is real. Equation (2) contributes one factor $\frac12$ and the average of $\sin^2$ another. With $c=\cos\theta$,

$$W_n=\frac{P_n^2}{2}\,\frac{A-a-bc}{A^2-a^2-b^2-2abc}. \tag{4}$$

Differentiating with respect to $c$, the numerator of the derivative is

$$-b(A^2-a^2-b^2-2abc)+2ab(A-a-bc)=b\,[b^2-(A-a)^2]. \tag{5}$$

Since $A-a=Y_p\coth kd+Y_f\tanh(\gamma kd_f/2)>b$, this is negative. Every harmonic therefore has its lowest energy at $c=1$ and its highest at $c=-1$. A shift $\delta=0$ gives $c=1$ for all harmonics, and $\delta=w$ gives $c=-1$ for all, because $n$ is odd. Among uniform shifts, registry is the minimum and antiphase the maximum. Physically, in registry the positive top face of an up stripe sits opposite the negative bottom face of the next up stripe.

At these two points (4) reduces to $P_n^2/[2(A+a\pm b)]$. Using $\coth x+1/\sinh x=\coth(x/2)$ and $\coth x-1/\sinh x=\tanh(x/2)$,

$$W_n^{\pm}=\frac{P_n^2}{2D_\pm},\qquad D_\pm=Y_p\begin{Bmatrix}\coth(kd/2)\\ \tanh(kd/2)\end{Bmatrix}+Y_f\coth\frac{\gamma kd_f}{2}, \tag{6}$$

with the upper entry for registry. An isolated layer has 1 in place of the braces.

## The coupling and its decay

Let $J$ be the energy needed to move from registry to antiphase at fixed $w$. Since $\coth(x/2)-\tanh(x/2)=2/\sinh x$,

$$J=\sum_n\frac{P_n^2}{2}\left(\frac1{D_-}-\frac1{D_+}\right)=\sum_n\frac{P_n^2\,Y_p}{\sinh(k_nd)\,D_+D_-}. \tag{7}$$

For $\pi d/w\gg1$ the first harmonic dominates, $1/\sinh kd\to2e^{-kd}$, and both $D_\pm$ tend to the isolated value:

$$J\simeq\frac{2P_1^2Y_p\,e^{-\pi d/w}}{[Y_p+Y_f\coth(\gamma k_1d_f/2)]^2},\qquad k_1=\frac{\pi}{w}. \tag{8}$$

At fixed $w$ the permittivities affect the prefactor, while the exponential rate is $\pi/w$.

The field shows the same crossover. In registry $V_b=-V_t$, so the spacer potential runs from $V_t$ to $-V_t$. With $z$ measured from the lower face of the spacer,

$$\phi\propto\frac{\sinh k(d/2-z)}{\sinh(kd/2)},\qquad \frac{E_z(\text{midplane})}{E_z(\text{interface})}=\frac1{\cosh(kd/2)}. \tag{9}$$

For $kd\ll1$ the field crosses the spacer almost undiminished. For $kd\gg1$ it closes near each interface.

A direct solution of the two-dimensional Poisson equation tests these results. With the example parameters below, $w=5$ nm and $d=3$ nm, it gives $J=12.855$ mJ/m², against 12.859 from (7). Between $d=5$ and 7 nm at the same fixed width, its coupling falls with a decay length of 1.592 nm. Equation (7) gives 1.591 nm over the same interval, slightly below $w/\pi=1.5915$ nm because of corrections of order $e^{-2kd}$. The three values agree to about 0.1%, and the last digit of the grid result is not converged.

## The equilibrium width

Write the registry energy as $W_n=\frac12P_n^2h(k_n)$, with $h=1/D_+$. A mode expansion gives its dependence on $w$. Across one period, take the periodic solutions of

$$-\frac{d}{dz}\left(\varepsilon_z(z)\frac{du_j}{dz}\right)=q_j^2\,\varepsilon_x(z)u_j,\qquad\int\varepsilon_xu_iu_j\,dz=\delta_{ij}, \tag{10}$$

where both permittivities equal $\varepsilon_p$ in the spacer. The potential obeys $\varepsilon_0[-(\varepsilon_z\phi')'+k^2\varepsilon_x\phi]=-dP/dz$. Projecting on $u_j$ and integrating the source by parts gives the coefficient $P_n\Delta u_j/[\varepsilon_0(k^2+q_j^2)]$, where $\Delta u_j$ is the difference of $u_j$ between the top and bottom faces of the ferroelectric. Inserting this in (2),

$$h(k)=\sum_j\frac{r_j}{k^2+q_j^2},\qquad r_j=\frac{(\Delta u_j)^2}{2\varepsilon_0}\ge0. \tag{11}$$

The constant mode has $\Delta u=0$ and drops out. Now separate the value at $k=0$:

$$h(k)=h(0)-k^2\sum_j\frac{r_j}{q_j^2(k^2+q_j^2)},\qquad h(0)=\frac{1}{2\varepsilon_0(\varepsilon_p/d+\varepsilon_z/d_f)}. \tag{12}$$

The sum over harmonics uses $\sum_n1/n^2=\pi^2/8$ and the partial-fraction identity

$$\frac{\tanh x}{x}=\sum_n\frac{2}{x^2+(n\pi/2)^2}. \tag{13}$$

With $x=qw/2$ it gives $\sum_n(k_n^2+q^2)^{-1}=w\tanh(qw/2)/(4q)$. Since $\frac12P_n^2k_n^2=8P^2/w^2$,

$$W=W_\infty-\frac1w\sum_ja_j\tanh\frac{q_jw}{2},\qquad a_j=\frac{2P^2r_j}{q_j^3},\qquad W_\infty=P^2h(0). \tag{14}$$

$W_\infty$ is the energy of a uniformly polarized stack.

One wall occurs per width $w$, so the total energy is $F=W+\sigma d_f/w$. Put $u=1/w$ and $y_j=q_j/(2u)$. Then

$$\frac{dF}{du}=\sigma d_f-\sum_ja_j(\tanh y_j-y_j\,\mathrm{sech}^2y_j),\quad \frac{d^2F}{du^2}=\sum_ja_j\frac{2y_j^2}{u}\,\mathrm{sech}^2y_j\tanh y_j>0. \tag{15}$$

$F$ is convex in $1/w$, so there is at most one equilibrium width. For narrow stripes ($u\to\infty$) the slope tends to $\sigma d_f>0$. For wide stripes ($u\to0$) it tends to $\sigma d_f-C$, where

$$C(d)=\sum_ja_j=\frac{4P^2}{\pi}\int_0^\infty\frac{h(0)-h(k)}{k^2}\,dk. \tag{16}$$

The integral follows from (12) and $\int_0^\infty dk/(k^2+q^2)=\pi/(2q)$. A finite width exists if and only if $C(d)>\sigma d_f$. $C$ is the electrostatic energy gained per unit length of an isolated wall, and $\sigma d_f$ is its cost.

Differentiating $W=\sum_n\frac12P_n^2h(k_n)$ with $dk_n/dw=-n\pi/w^2$ puts the equilibrium condition in the form

$$G(w,d)\equiv-\frac{8P^2}{\pi}\sum_n\frac{h'(k_n)}{n}=\sigma d_f. \tag{17}$$

## Critical spacer and self-consistent crossover

From $h=1/D_+$,

$$\frac{\partial h}{\partial d}=h^2\,\frac{\varepsilon_0\varepsilon_pk^2}{2\sinh^2(kd/2)}>0. \tag{18}$$

This decreases with $k$, because both $h$ and $k/\sinh(kd/2)$ do. Three results follow.

First, $h(0)-h(k)$ grows with $d$ at every $k$, so $C(d)$ increases. As $d\to0$, $h$ vanishes and $C\to0$; the integrand stays below its integrable value at any larger fixed $d$, which permits the limit under the integral. As $d\to\infty$, $1/h\to2\varepsilon_0\varepsilon_z/d_f+\varepsilon_0\varepsilon_pk$ at small $k$. Then $h(0)-h(k)\propto k$, and (16) diverges logarithmically. Hence $C(d_c)=\sigma d_f$ has one solution. Below $d_c$ the equal-stripe energy is lowest at $w\to\infty$, a single domain.

Second, $-\partial h/\partial k$ increases with $d$, so $\partial G/\partial d>0$. Convexity gives $\partial G/\partial w>0$. To keep $G$ equal to $\sigma d_f$, $w$ must fall as $d$ rises.

Third, $\pi d/w$ rises continuously from zero at $d_c$, where $w$ diverges, without bound. It equals one at a single thickness:

$$d^*=\frac{w(d^*)}{\pi}. \tag{19}$$

This marks a smooth crossover. At any finite $d>d_c$, $J$ is positive and registry has the lowest energy among uniform shifts.

The divergence at $d_c$ is slow. For large $y$, $1-\tanh y\simeq2e^{-2y}$ and $\mathrm{sech}^2y\simeq4e^{-2y}$. Keeping only the smallest $q_j$ with $r_j>0$, labelled $j=1$, (15) gives

$$C(d)-\sigma d_f\simeq2a_1(1+q_1w)e^{-q_1w}. \tag{20}$$

Walls repel exponentially weakly at large separation, so $w$ grows only logarithmically as $d\to d_c$.

## Two limits

For thick spacers $w$ tends to the isolated-layer width $w_{\rm iso}$. If the ferroelectric is also thick enough that $\coth(\gamma k_1d_f/2)\simeq1$, then with $\sum_n1/n^3=7\zeta(3)/8$,

$$W=\frac{7\zeta(3)P^2w}{\pi^3\varepsilon_0(\varepsilon_p+\sqrt{\varepsilon_x\varepsilon_z})},\qquad w_{\rm iso}^2=\frac{\pi^3\varepsilon_0(\varepsilon_p+\sqrt{\varepsilon_x\varepsilon_z})\,\sigma d_f}{7\zeta(3)P^2}. \tag{21}$$

The second relation follows from $dW/dw=\sigma d_f/w^2$.

If instead the spacer term dominates $D_+$, then $h=\tanh(kd/2)/(\varepsilon_0\varepsilon_pk)$. With $x=kd/2$, (16) becomes

$$C=\frac{P^2d^2}{\pi\varepsilon_0\varepsilon_p}\int_0^\infty\frac{x-\tanh x}{x^3}\,dx=\frac{7\zeta(3)P^2d^2}{\pi^3\varepsilon_0\varepsilon_p}. \tag{22}$$

The integral follows from (13): subtracting $\tanh x/x$ from its value 1 at $x=0$ and dividing by $x^2$ leaves $\sum_n2/[b_n^2(x^2+b_n^2)]$ with $b_n=n\pi/2$. This integrates to $\sum_n\pi/b_n^3=7\zeta(3)/\pi^2$.

The isolated layer in the same limit has $W=7\zeta(3)P^2w/(\pi^3\varepsilon_0\varepsilon_p)$. Comparing its equilibrium condition with $C=\sigma d_f$ gives $d_c=w_{\rm iso}$. In this regime stripes first appear when the spacer is already $\pi$ times thicker than the isolated layer's decay length.

## Worked example

Take $P=0.5$ C/m², $\varepsilon_x=1000$, $\varepsilon_z=\varepsilon_p=100$, $\sigma=0.1$ J/m² and $d_f=5$ nm. Then $\sqrt{\varepsilon_x\varepsilon_z}=316.2$ and $\sigma d_f=5\times10^{-10}$ J/m. Equation (21) gives

$$w_{\rm iso}=\left[\frac{31.01\,(8.854\times10^{-12})(416.2)(5\times10^{-10})}{8.414\times0.25}\right]^{1/2}\mathrm m=5.21\ \mathrm{nm}.$$

The isolated decay length is therefore 1.66 nm. Condition (16) gives $d_c=1.27$ nm, and (19) gives $d^*=2.29$ nm with $w=7.19$ nm. The crossover lies above 1.66 nm because the coupled stripes are still 38% wider than isolated ones. At $d=1.001\,d_c$ the width is 28.7 nm, both from (17) and from (20).

| $d$ (nm) | $w$ (nm) | $\pi d/w$ | $J$ (mJ/m²) | $J/W$ |
|---|---|---|---|---|
| 1.50 | 11.04 | 0.43 | 135 | 1.23 |
| 2.29 | 7.19 | 1.00 | 46.3 | 0.44 |
| 4.00 | 5.77 | 2.18 | 11.0 | 0.11 |
| 8.00 | 5.27 | 4.76 | 0.756 | 0.0078 |

Here $W$ is the registry electrostatic energy. At $d^*$ the coupling is still 44% of it, and by (9) the first harmonic of the field at the midplane is 0.89 of its value at the interface. Thus $d^*$ marks where attenuation begins to matter; coupling weak compared with $W$ needs a spacer several decay lengths thick.

For $d=8$ nm, (8) can be evaluated by hand. With $k_1=0.5956$ nm⁻¹, $Y_p=0.527$ and $Y_p+Y_f=2.195$ in C V⁻¹ m⁻², and $P_1=0.6366$ C/m²,

$$J\simeq\frac{2(0.6366)^2(0.527)e^{-4.765}}{(2.195)^2}=7.6\times10^{-4}\ \mathrm{J/m^2},$$

in agreement with the table.

Weak coupling in this sense does not mean that thermal motion destroys registry. The area $k_BT/J$ at 300 K is a square of side 2.3 nm at $d=8$ nm, and of side 8.0 nm at $d=12$ nm. Both squares are smaller than one lateral period, about 10.5 nm, over which $J$ is averaged. Take instead a patch one period on a side, and shift it into antiphase together with everything above it. This costs about $20\,k_BT$ at $d=8$ nm but only $1.7\,k_BT$ at $d=12$ nm, before any cost at the patch edges. Whether disorder breaks the registry depends on pinning energies, which this model omits.

Raising $\varepsilon_p$ to 400 with everything else fixed gives $d_c=4.34$ nm and $d^*=4.58$ nm. The ratio $d^*/d_c$ drops from 1.80 to 1.06. The isolated decay length is then $6.85/\pi=2.18$ nm, well below $d_c$. Stripes thus reach $\pi d/w=1$ almost as soon as they appear, but they are not decoupled there: $J/W$ is 1.2 at $d^*$ and still 0.28 at $d=6$ nm.

## Relation to real superlattices

Perovskite superlattices such as PbTiO₃/SrTiO₃ can be grown with layers a few nanometres thick, the scale used here. The parameters are round values, not a fit to that system; $\varepsilon_x=1000$ is a deliberately large in-plane response. The calculated $d_c$ is only about three perovskite cells, where a continuum spacer is a rough approximation.

The assumption of rigid $P$ is also strained near $d_c$. In the uniform state the induced polarization opposing $P$ is close to the fraction $(\varepsilon_z/d_f)/(\varepsilon_p/d+\varepsilon_z/d_f)$ of it, here $20/98.5$, or one fifth. This already leaves the linear range of a simple ferroelectric. The linear field in the layer is 0.115 V/nm, slightly above the intrinsic coercive field $P/[3\sqrt3\,\varepsilon_0(\varepsilon_z-1)]=0.11$ V/nm of a quartic Landau energy with the same $P$ and $\varepsilon_z$. In that model the uniform polarization at this spacer thickness falls by 30%. The spacer is driven harder still: in the uniform state at $d_c$ its field is 0.45 V/nm (4.5 MV/cm) and its induced polarization 0.4 C/m². A constant $\varepsilon_p$ is not reliable for SrTiO₃ at such fields, and leakage or breakdown may intervene. Thicker spacers do not remove the difficulty. For an isolated thick layer, summing the harmonics gives an induced in-plane polarization at a wall, a depth $s$ below the face, of about

$$\frac{4P}{\pi}\,\frac{\varepsilon_x}{\varepsilon_p+\sqrt{\varepsilon_x\varepsilon_z}}\,\operatorname{artanh}\!\left(e^{-\pi\gamma s/w}\right).$$

At $s=0.4$ nm, one perovskite cell, this is 0.77 C/m², larger than $P$ itself. The spacer field at the interface, above the middle of a stripe, is $P/[\varepsilon_0(\varepsilon_p+\sqrt{\varepsilon_x\varepsilon_z})]=0.14$ V/nm. Just inside the ferroelectric the field along $z$ is $\gamma$ times larger, 0.43 V/nm, and the induced polarization there cancels three quarters of $P$. A real ferroelectric would respond nonlinearly, with the polarization reduced at the faces and rotating near the walls. The widths, the couplings, $d_c$ and $d^*$ in the example therefore illustrate the linear model and do not predict those of a real stack. As a measure of sensitivity, (21) gives $w_{\rm iso}\propto1/P$ at fixed $\sigma$, so a 20% smaller $P$ widens isolated stripes by 25%; the corresponding shift of $d_c$ was not calculated. Real stacks are also finite, and stray fields at their outer surfaces can favour stripes where the infinite stack would be a single domain. Unequal stripes, wall bending and free carriers lie outside the model as well.

The numerical output follows; its column for the midplane/interface field refers to the first harmonic.

## Computed values

```
polarization P = 0.5 C/m^2; wall energy = 0.1 J/m^2
ferroelectric: thickness 5.0 nm, eps_x 1000, eps_z 100
spacer permittivity = 100
sqrt(eps_x eps_z) = 316.23; anisotropy gamma = 3.1623
Poisson test: w = 5.0 nm, d = 3.0 nm
  registry energy, Poisson = 85.08 mJ/m^2
  registry energy, formula = 85.10 mJ/m^2
  coupling J, Poisson = 12.855 mJ/m^2
  coupling J, formula = 12.859 mJ/m^2
  decay length, Poisson = 1.5922 nm
  decay length, w/pi = 1.5915 nm
critical spacer d_c = 1.2735 nm
width at 1.001 d_c = 28.71 nm; log law = 28.71 nm
slowest stack mode q_1 at 1.001 d_c = 0.3235 1/nm
crossover spacer d* = 2.2888 nm; width there = 7.1904 nm
d*/d_c = 1.7973
isolated-layer width = 5.2145 nm; w_iso/pi = 1.6598 nm
thick-layer square-root law width = 5.2116 nm
columns: d (nm), w (nm), pi d/w, midplane/interface field,
  J (mJ/m^2), J/registry energy, side of kT/J patch at 300 K (nm)
   1.5000  11.0435  0.4267  0.9777  135.11639  1.234423    0.175
   2.2888   7.1904  1.0000  0.8868   46.27432  0.442255    0.299
   2.0000   7.8924  0.7961  0.9257   63.49893  0.600514    0.255
   3.0000   6.3054  1.4947  0.7737   24.13504  0.235368    0.414
   4.0000   5.7718  2.1772  0.6048   11.04244  0.110007    0.612
   6.0000   5.3910  3.4965  0.3379    2.74772  0.028086    1.228
   8.0000   5.2748  4.7647  0.1831    0.75627  0.007820    2.340
  12.0000   5.2217  7.2197  0.0541    0.06428  0.000669    8.027
J tail formula / full J at d = 8 nm: 0.99998
spacer permittivity 400: d_c = 4.3375 nm, d* = 4.5792 nm
  d*/d_c = 1.0557; isolated width = 6.8533 nm
d_c/w_iso for spacer permittivity 1e6 = 1.0008
```
